# Why a dielectric cavity shifts charge-transfer excitations but hardly local ones

A molecule, or a pair of molecules, sits in a solvent or an organic solid whose electrons polarize in response to any charge placed among them. An added electron is stabilized and so is a hole, and the quasiparticle gap of the example below closes by 1.8 eV. An optical excitation creates the same electron and hole together, yet the local $n\to\pi^*$ excitation of that system moves by only hundredths of an eV in the 6-31G calculation and a charge-transfer (CT) excitation by about 0.5 eV. In the GW plus Bethe-Salpeter (BSE) scheme the difference comes from a cancellation between the gap and the screened electron-hole attraction. The cancellation is loosely tied to electron-hole overlap. What survives it is a term set by the multipoles of the difference density $\Delta\rho=\phi_a^2-\phi_i^2$, which dominates when the electron-hole dipole is large against the spread of the two orbitals, plus terms whose dipole part is bounded by that spread.

Rydberg units are used ($e^2=2$, bohr, Ry). Orbitals are real and the reference is a frozen closed-shell determinant. Indices $i,j$ are occupied, $a,b$ virtual, $p,q,n$ either, and $(pq|K|rs)=\iint\phi_p\phi_q(\mathbf r)K(\mathbf r,\mathbf r')\phi_r\phi_s(\mathbf r')$.

## The environment as a changed interaction

If solute and environment share no wave function, the independent-particle response is a sum $\chi_0+\chi_0^{\rm env}$, and $W^{-1}=v^{-1}-\chi_0^{\rm env}-\chi_0$. Grouping the first two terms as $\tilde v^{-1}$ gives $W=\tilde v+\tilde v\chi_0W$ with $\tilde v=v+v_{\rm reac}$. The reaction kernel $v_{\rm reac}$ is the interaction between two solute electrons carried by the polarization of the environment.

## One polarization mode coupled to independent electrons

Let the environment be one boson of energy $\omega$ that feels one moment of the solute density, defined by a function $R(\mathbf r)$:

$$H=\sum_{p\sigma}\varepsilon_p\hat n_{p\sigma}+\omega b^\dagger b+g(b+b^\dagger)\hat Q,\qquad \hat Q=\sum_{pq\sigma}Q_{pq}c^\dagger_{p\sigma}c_{q\sigma}-Q_{\rm nuc},$$

with $Q_{pq}=\int\phi_pR\phi_q$ and $Q_{\rm nuc}=\sum_AZ_AR(\mathbf R_A)$. For a classical moment $Q$ and displacement $b\to\xi$, the energy $\omega\xi^2+2g\xi Q$ is lowest at $\xi=-gQ/\omega$, where it equals $-\tfrac12\lambda Q^2$ with $\lambda=2g^2/\omega$. This is $\tfrac12(\rho|v_{\rm reac}|\rho)$ for $v_{\rm reac}=-\lambda R(\mathbf r)R(\mathbf r')$, so $(pq|v_{\rm reac}|rs)=-\lambda Q_{pq}Q_{rs}$.

At order $g^2$ the intermediate states hold one boson. A one-body operator links a determinant $\Phi$ to itself, with mean $\bar Q_\Phi$, and to single replacements $o\to u$ of an occupied by an empty spin orbital of the same spin:

$$\Delta E_\Phi=-g^2\Big[\frac{\bar Q_\Phi^2}{\omega}+\sum_{o,u}\frac{Q_{ou}^2}{\omega+\varepsilon_u-\varepsilon_o}\Big].$$

Let $Q_0$ be the ground-state mean. Adding an electron in $a$ changes the mean to $Q_0+Q_{aa}$, opens the replacements $a\to b\ne a$ and closes $j\to a$:

$$\Delta\varepsilon_a=-g^2\Big[\frac{2Q_0Q_{aa}+Q_{aa}^2}{\omega}+\sum_{b\neq a}\frac{Q_{ab}^2}{\omega+\varepsilon_b-\varepsilon_a}-\sum_j\frac{Q_{ja}^2}{\omega+\varepsilon_a-\varepsilon_j}\Big].$$

Removing an electron from $i$ gives the mean $Q_0-Q_{ii}$, opens $j\to i$ and closes $i\to b$, and $\Delta\varepsilon_i=\Delta E_N-\Delta E_{N-1}$ is

$$\Delta\varepsilon_i=+g^2\Big[\frac{-2Q_0Q_{ii}+Q_{ii}^2}{\omega}+\sum_{j\neq i}\frac{Q_{ij}^2}{\omega+\varepsilon_i-\varepsilon_j}-\sum_b\frac{Q_{ib}^2}{\omega+\varepsilon_b-\varepsilon_i}\Big].$$

The term $Q_{pp}^2/\omega$ is the missing $n=p$ member of the adjacent sum, so both cases read $\Delta\varepsilon_p=-\lambda Q_0Q_{pp}+\Sigma_p(\varepsilon_p)$ with the GW self-energy of the mode,

$$\Sigma_p(E)=g^2\Big[\sum_b\frac{Q_{pb}^2}{E-\varepsilon_b-\omega}+\sum_j\frac{Q_{pj}^2}{E-\varepsilon_j+\omega}\Big].$$

The term $-\lambda Q_0Q_{pp}$ is the Hartree potential of the polarization induced by the ground state. It is kept apart from here on.

Assume now a fast environment, $\omega\gg|\varepsilon_p-\varepsilon_n|$ at fixed $\lambda$, with relative corrections of order $|\varepsilon_p-\varepsilon_n|/\omega$ in the $n\ne p$ terms. The denominators become $\mp\omega$, and with $s_n=+1$ for virtual and $-1$ for occupied orbitals,

$$\Delta\varepsilon_p=\tfrac12\sum_ns_n(pn|v_{\rm reac}|np)=\tfrac12\sum_n(pn|v_{\rm reac}|np)-\sum_j(pj|v_{\rm reac}|jp).$$

The last form is the Coulomb-hole (COH) term plus the screened-exchange term of static COHSEX.

## The neutral excitation and the completed square

In the same limit and to first order in $\lambda$, the energy shift of a nondegenerate state, or of a combination of degenerate states that diagonalizes $\hat Q^2$ among them, is $-\tfrac12\lambda\langle\hat Q^2\rangle$, by closure over the intermediate states. For a determinant $\langle\hat Q^2\rangle=\bar Q^2+V$ with $V=\sum_{o,u}Q_{ou}^2$. Let $\Phi_\alpha$ be the determinant with $i\to a$ in spin $\alpha$. Its mean is $Q_0+\Delta Q$ with $\Delta Q=Q_{aa}-Q_{ii}=\int R\,\Delta\rho$. Relative to the ground state it loses the pairs $(i,b)$ and $(j,a)$, where $(i,a)$ is subtracted twice and must be added back once. It gains $(a,b\ne a)$, $(j\neq i,i)$ and the de-excitation $a\to i$:

$$V-V_0=S+2Q_{ia}^2,\qquad S=\sum_{b\ne a}Q_{ab}^2-\sum_jQ_{ja}^2+\sum_{j\ne i}Q_{ij}^2-\sum_bQ_{ib}^2 .$$

The element $\langle\Phi_\alpha|\hat Q^2|\Phi_\beta\rangle$ passes either through the ground state or through the double excitation $i\to a$ in both spins, each giving $Q_{ia}^2$. The singlet and triplet $(\Phi_\alpha\pm\Phi_\beta)/\sqrt2$ therefore gain $\pm2Q_{ia}^2$, and

$$\Delta\Omega=-\tfrac12\lambda\big[2Q_0\Delta Q+\Delta Q^2+S+(2\pm2)Q_{ia}^2\big].$$

The diagonal of the Tamm-Dancoff BSE matrix is $\varepsilon_a-\varepsilon_i-(ii|W|aa)+\kappa(ia|v|ia)$, with $\kappa=2$ for singlets and $0$ for triplets. Let $W$ change by a symmetric kernel $K$. The $n=a$ term of $\Delta\varepsilon_a$ is $\tfrac12(aa|K|aa)$, and the $n=i$ term of $-\Delta\varepsilon_i$ is $+\tfrac12(ii|K|ii)$ because $s_i=-1$. With the direct term they form a square,

$$\tfrac12(aa|K|aa)+\tfrac12(ii|K|ii)-(ii|K|aa)=\tfrac12(\Delta\rho|K|\Delta\rho),$$

and the rest of the gap change is

$$T=\tfrac12\sum_{n\ne a}s_n(an|K|na)-\tfrac12\sum_{n\neq i}s_n(in|K|ni).$$

For $K=-\lambda RR$ the square is $-\tfrac12\lambda\Delta Q^2$ and $T=-\tfrac12\lambda S$, which reproduces the triplet. The singlet carries the extra $-2\lambda Q_{ia}^2=2(ia|v_{\rm reac}|ia)$, so the exchange term must be built with $\tilde v$ in place of $v$. Apart from the Hartree term $-\lambda Q_0\Delta Q$,

$$\Delta\Omega=\tfrac12(\Delta\rho|K|\Delta\rho)+T+\kappa\,(ia|v_{\rm reac}|ia).$$

Separately, electron and hole each polarize the medium and gain a self-energy. Together they also feel each other's polarization, which costs $+\lambda Q_{ii}Q_{aa}$ per mode and so works against them whenever the two moments have the same sign, as they always do for the monopole, and only the polarization due to their net density survives in the first term. The numerical check diagonalizes four orbitals plus a boson and confirms the quasiparticle shifts (at $\omega=3$ Ry and at large $\omega$) and the singlet and triplet shifts (at large $\omega$), Hartree terms included, with a largest deviation of $3.9\times10^{-5}\lambda$ over 16 cases. Independent modes add at order $g^2$, since their one-boson states are orthogonal.

## The spherical cavity

Take an empty sphere of radius $a$ in a medium with optical dielectric constant $\epsilon$, the solute charge lying inside. For a source at $\mathbf r'$, a field point with $r>r'$ and an angle $\theta$ between them, regularity at the origin and at infinity gives

$$u_{\rm in}=e^2\sum_l r'^l\Big[\frac1{r^{l+1}}+\beta_l\frac{r^l}{a^{2l+1}}\Big]P_l(\cos\theta),\qquad u_{\rm out}=e^2\sum_lC_l\frac{r'^l}{r^{l+1}}P_l(\cos\theta).$$

Continuity of $u$ at $r=a$ gives $1+\beta_l=C_l$. Continuity of the normal displacement gives $-(l+1)+l\beta_l=-\epsilon(l+1)C_l$. Eliminating $C_l$ yields $\beta_l[l+\epsilon(l+1)]=-(l+1)(\epsilon-1)$, so $\beta_l=-f_l$ with

$$f_l=\frac{(l+1)(\epsilon-1)}{(l+1)\epsilon+l},\qquad f_0=1-\frac1\epsilon,\qquad f_1=\frac{2(\epsilon-1)}{2\epsilon+1}.$$

Real solid harmonics normalized so that the addition theorem reads $\sum_mR_{lm}(\mathbf r)R_{lm}(\mathbf r')=(rr')^lP_l(\cos\theta)$, with $R_{00}=1$ and $R_{1m}=x,y,z$, turn the reaction part into a sum of modes of the kind just solved:

$$v_{\rm reac}=-\sum_{lm}\lambda_lR_{lm}(\mathbf r)R_{lm}(\mathbf r'),\qquad\lambda_l=\frac{e^2f_l}{a^{2l+1}}.$$

The series can be summed. With $\gamma=(\epsilon-1)/(\epsilon+1)$ and $\sigma=\epsilon/(\epsilon+1)$, dividing numerator and denominator by $\epsilon+1$ gives $f_l=\gamma(l+1)/(l+\sigma)=\gamma[1+(1-\sigma)/(l+\sigma)]$. Writing $1/(l+\sigma)=\int_0^1t^{l+\sigma-1}dt$ and using the Legendre generating function $h(t)=(1-2yt\cos\theta+y^2t^2)^{-1/2}$ with $y=rr'/a^2$ gives the image form $v_{\rm reac}=-(e^2\gamma/a)[h(1)+(1-\sigma)\int_0^1t^{\sigma-1}h(t)\,dt]$. The check tests $f_l$ against an integration of the radial Poisson equation and the series against the image form.

First neglect the solute's own screening, $K=v_{\rm reac}$. Then $\tfrac12(\Delta\rho|v_{\rm reac}|\Delta\rho)=-\tfrac12\sum_{lm}\lambda_l\Delta Q_{lm}^2$, which is not positive because $f_l>0$ for $\epsilon>1$.

For $l=0$, orthonormality gives $Q_{pq}=\delta_{pq}$. Hence $\Delta\varepsilon_a=-\tfrac12\lambda_0$ and $\Delta\varepsilon_i=+\tfrac12\lambda_0$, the Born energies, and the gap closes by $\lambda_0=e^2(1-1/\epsilon)/a$. The direct term changes by $-(ii|K|aa)=+\lambda_0$, while $T$ and the exchange term contain off-diagonal elements and vanish. The Born terms thus cancel for every transition inside one cavity, the CT transition included.

For $l=1$ the square is the Onsager term $-\tfrac12\lambda_1d^2=-(e^2/2)f_1d^2/a^3$ with $\mathbf d=\langle\mathbf r\rangle_a-\langle\mathbf r\rangle_i$. The terms $T$ and exchange also scale as $a^{-3}$, so a local state is not free of shift. Their size is bounded by the orbital spread. Closure gives $\sum_{n\ne p}|\mathbf r_{pn}|^2=\langle r^2\rangle_p-\langle\mathbf r\rangle_p^2\equiv\ell_p^2$, and since $|s_n|=1$ the dipole part obeys $|T|\le\tfrac12\lambda_1(\ell_a^2+\ell_i^2)$, while the exchange term is at most $2\lambda_1\min(\ell_i^2,\ell_a^2)$ in size. At dipole order the Onsager term dominates when $d^2$ is large against $\ell_a^2+\ell_i^2$, which is the sense in which small overlap goes with a large shift.

## Zero overlap and the square term

Complete overlap, $\Delta\rho=0$, removes the square, but it is not required. Take $\epsilon=2$ and $a=9$ bohr as model values, so $f_0=0.5$, $f_1=0.4$, $f_2=0.375$, $\lambda_0=0.11111$ Ry and $\lambda_1=0.001097$ Ry/bohr$^2$. A point hole at the centre has $R_{lm}(0)=0$ for $l\ge1$, and an electron spread evenly over a shell has angular averages zero for $l\geq1$. Every $\Delta Q_{lm}$ vanishes, and the image form gives zero for the square within $10^{-9}$ Ry for a shell at 4 bohr.

An electron split equally between points at $\pm4$ bohr around a central hole has $\sum_m\Delta Q_{lm}^2=4^{2l}\cdot\tfrac14[2+2(-1)^l]$ for $l\ge1$, so odd $l$ drop out. The $l=2$ term is $-(e^2/2a)f_2(4/9)^4=-0.375\times0.0390/9=-0.00163$ Ry, and the full sum is $-0.00169$ Ry. A donor-acceptor pair at $\pm2$ bohr has the same electron-hole distance and the same zero overlap, but $-0.4\times16/729=-0.00878$ Ry at $l=1$ and $-0.00880$ Ry in all, five times more.

These numbers are the square alone, and $T$ must be added to obtain the shift. For the split electron, $\phi_a=(\phi_L+\phi_R)/\sqrt2$, and the partner $n=(\phi_L-\phi_R)/\sqrt2$ has $\sum_mQ_{an,lm}^2=4^{2l}\cdot\tfrac14[2-2(-1)^l]$. If the partner is empty, $T$ restores the odd orders, $-\tfrac12\lambda_1\cdot16=-0.00878$ Ry at $l=1$, and square plus $T$ equals the value for an electron localized at 4 bohr. The shell has $\ell_a^2=16$ bohr$^2$, so the bound on its $T$ is of the same size. Vanishing multipoles of $\Delta\rho$ remove the square, but in the fast-environment limit a widely spread orbital can still shift through $T$. The spread only bounds $T$, since occupied and empty partners enter with opposite signs and can cancel.

## The solute's own screening

With $W_0$ the isolated-solute interaction, the kernel is $K=\Delta W=W-W_0$. Let $\chi=(1-\chi_0v)^{-1}\chi_0$ be the solute's static RPA response, so that $(1-\chi_0v)^{-1}=1+\chi v$ and $1-\chi_0\tilde v=(1-\chi_0v)(1-\chi v_{\rm reac})$. Then $W=\tilde v(1-\chi v_{\rm reac})^{-1}(1+\chi v)$, and $W_0=v(1+\chi v)$ can be written with the factor $(1-\chi v_{\rm reac})(1-\chi v_{\rm reac})^{-1}$ inserted. Since $\tilde v-v(1-\chi v_{\rm reac})=(1+v\chi)v_{\rm reac}$,

$$\Delta W=(1+v\chi)\,v_{\rm reac}(1-\chi v_{\rm reac})^{-1}(1+\chi v).$$

Collect the harmonics in $R$ and the $\lambda_l$ in a diagonal matrix $\Lambda$, so $v_{\rm reac}=-R\Lambda R^{T}$, and define the polarizability matrix $\alpha=-R^T\chi R$. Each factor $\chi v_{\rm reac}$ then contributes $\alpha\Lambda$, so $v_{\rm reac}(\chi v_{\rm reac})^n=-R\Lambda(\alpha\Lambda)^nR^T$, and the geometric series gives

$$\Delta W=-\tilde R\,(\Lambda^{-1}-\alpha)^{-1}\tilde R^{T},\qquad\tilde R=(1+v\chi)R .$$

The response $\chi$ is built from transition densities $\phi_j\phi_b$, which integrate to zero, so $\chi R_{00}=0$. The monopole is undressed, its row and column of $\alpha$ vanish, and the Born cancellation survives. The exchange term keeps $v_{\rm reac}$, because it is the variation of the Hartree potential, which uses the interaction unscreened by the solute. The check confirms the low-rank form against a direct solution of the Dyson equation. Treating $\Delta W$ as static is an added approximation, since the solute's response is not fast compared with its own excitations, and the boson test does not cover it.

## Ammonia and formaldehyde in one cavity

The example places NH$_3$ with its nitrogen 8 bohr from the C=O midpoint of H$_2$CO, lone pair toward the $\pi$ face, with rounded typical bond lengths, in the cavity above. The level is RHF/6-31G, one-shot static COHSEX in the occupied and virtual blocks, Tamm-Dancoff BSE, and $l\le5$. The static kernel is the fast-environment limit, which is an assumption here, because many orbital spacings in these molecules exceed the excitation energies of a real medium. At the bare level the $\Delta\rho$ term does not depend on this limit, but the small entries do, both $T$ and the exchange term, which at finite $\omega$ carries the factor $\omega^2/[\omega^2-(\varepsilon_a-\varepsilon_i)^2]$. At most $5.2\times10^{-4}$ of the density of $n_{\rm O}$, $n_{\rm N}$ or $\pi^*$ lies outside the sphere; some higher virtual orbitals extend further. The local state $n_{\rm O}\to\pi^*$ and the CT state $n_{\rm N}\to\pi^*$ share the electron orbital. Their values of $\int|\phi_i||\phi_a|$ are 0.52 and 0.06, and $d$ is 0.5128 and 7.6415 bohr. Energies are in Ry.

| | local | CT |
|---|---|---|
| $v_{\rm reac}$: gap | −0.13288 | −0.13062 |
| direct | +0.13199 | +0.09767 |
| $\Delta\rho$ term | −0.00057 | −0.03365 |
| $T$ | −0.00032 | +0.00071 |
| $\Delta W$: gap | −0.13312 | −0.13244 |
| direct | +0.13211 | +0.09768 |
| $\Delta\rho$ term | −0.00029 | −0.03431 |
| $T$ | −0.00072 | −0.00044 |
| $2(ia\vert v_{\rm reac}\vert ia)$ | −0.00008 | −0.00002 |
| singlet, diagonal | −0.00109 | −0.03477 |
| singlet, full Tamm-Dancoff matrix | −0.00071 | −0.03391 |

The two gaps close by nearly the same amount, 1.81 and 1.80 eV, and the states differ in the direct term. Point charges 4 bohr off centre show why. Each order contributes $\lambda_l4^{2l}$ in size, namely $0.1111$, $0.001097\times16=0.0176$ and $2\times0.00163=0.0033$. The gap collects them all with a minus sign, $-0.1320$. The direct term carries the factor $P_l(\cos\theta)$, which is $1$ when both charges are on one side, giving $+0.1320$, and $(-1)^l$ on opposite sides, giving $0.1111-0.0176+0.0033=0.0968$. These estimates through $l=2$ lie within 0.0014 Ry of the bare entries in the table. The agreement is for the sums only: the orbital centroids are not exactly 4 bohr off centre (the CT value of $d$ is 7.64, not 8 bohr), and the orders above $l=2$ are omitted.

The Onsager term is $-0.4\times7.6415^2/729=-0.03204$ Ry for the CT state, 95% of its bare $\Delta\rho$ term, with $l=3$ adding $-0.00135$ Ry. For the local state it is $-0.4\times0.5128^2/729=-0.00014$ Ry, only a quarter of the $\Delta\rho$ term. The orders $l=1$ to $5$ give $-14,-13,-14,-10,-5$ in units of $10^{-5}$ Ry, so this small series is not converged at $l=5$ and the Onsager term alone does not describe it. Part of the reason is position: the molecule sits 4 bohr off centre, where even a point dipole feeds the orders $l\ge2$, and a point dipole of this size placed there gives about half of the total. With $\Delta W$, gap plus direct term is $-0.13312+0.13211=-0.00101$ Ry for the local triplet, 0.8% of the gap change, and $-0.13244+0.09768=-0.03476$ Ry for the CT triplet, 26% of it.

Solute screening acts mainly through $\tilde R$; the feedback factor $\lambda_1\alpha_{xx}=e^2f_1\alpha_{xx}/a^3$ along the CT axis is 0.00355. In this static RPA dressing, which need not match the dipole change of a relaxed excited state, the local $d$ falls to 0.24 bohr but the CT value rises to 7.71 bohr, although the dipole that each charge induces in the partner molecule would oppose $\mathbf d$. A conjecture, not tested, is that relaxation within NH$_3$ moves hole charge toward the hydrogens, which lie farther from the acceptor.

Full diagonalization of the Tamm-Dancoff matrix, where the leading transitions have weights 0.96 and 0.98, moves the local singlet from 0.3431 to 0.3424 Ry ($-0.010$ eV) and the CT singlet from 0.7719 to 0.7380 Ry ($-0.46$ eV). The diagonal formula misses these shifts by 0.0004 and 0.0009 Ry, which is about half of the full local shift and under 3% of the CT one. The $n_{\rm O}\to\pi^*$ state is not typical of all local states: in the same matrix, several local excitations into higher virtual orbitals of either molecule move by $-0.11$ to $-0.15$ eV, with $T$ as the largest part.

Two terms are left out of these totals, and at the bare level each exceeds the local shift. The Hartree term, evaluated with bare moments, is $+0.0014$ Ry for the local and $-0.0068$ Ry for the CT state. It reflects the ground-state multipoles and belongs to the embedded ground-state calculation. The bare value omits the relaxation of the orbitals in this potential, which reduces the local figure. The other is basis incompleteness. In a complete basis the COH sum closes to $\tfrac12\int\phi_p^2\,v_{\rm reac}(\mathbf r,\mathbf r)$, and replacing the 6-31G sum by this form, truncated at $l\le5$, adds $-0.0023$ and $-0.0022$ Ry at the bare level. These values depend on the truncation. They grow in size as more orders are kept and have no limit, because the orbital tails reach $r=a$, where $v_{\rm reac}(\mathbf r,\mathbf r)$ is singular. The shared $\pi^*$ orbital contributes equally to both, so the near equality means that the two hole orbitals have nearly equal remainders. With this remainder the bare singlet shifts become $-0.00097-0.00227=-0.0032$ Ry and $-0.03296-0.00222=-0.0352$ Ry. The local shift is therefore known here only in size, as a few thousandths of a Rydberg at most among these variants. Its sign is not fixed, since the bare Hartree term of $+0.0014$ Ry outweighs the $-0.0007$ Ry of the full matrix. With the remainder at $l\le5$ the ratio of the bare CT to the bare local shift falls from over thirty to about eleven.

## Computed results

```
eps = 2.0, a = 9.0 bohr, lmax = 5, donor-acceptor separation = 8.0 bohr
f_0..f_5 = 0.5000 0.4000 0.3750 0.3636 0.3571 0.3529
lam_0 = 0.11111 Ry, lam_1 = 0.001097 Ry/bohr^2, Born energy = -0.05556 Ry
point charges D-A at -4,+4 bohr: exact -0.03641, l=1 -0.03512, l=2 -0.00000 Ry
point charges D-A at -2,+2 bohr: exact -0.00880, l=1 -0.00878, l=2 -0.00000 Ry
point charges A-D-A at -4,0,+4 bohr: exact -0.00169, l=1 -0.00000, l=2 -0.00163 Ry
central hole, electron shell at 4 bohr: |shift| = 1.5e-14 Ry
electron-boson diagonalization vs formulas: 16 cases, max deviation 3.9e-05 lam
CO 2.28, CH 2.09, NH 1.91 bohr; HCO 122.0, HNH 107.0 deg
n_O: eps_HF -0.8498 Ry, weight on H2CO 1.000, outside cavity 1.1e-04
n_N: eps_HF -0.8300 Ry, weight on H2CO 0.001, outside cavity 4.5e-05
pi*: eps_HF 0.2854 Ry, weight on H2CO 0.998, outside cavity 5.2e-04
RPA alpha_xx = 6.468 bohr^3, f_1 alpha_xx/a^3 = 0.00355
--- local: |d| = 0.5128 bohr, int|phi_i||phi_a| = 0.5230
l=0: gap -0.11111, direct 0.11111 Ry
bare drho term l=1..5: -0.00014 -0.00013 -0.00014 -0.00010 -0.00005 Ry
bare: gap -0.13288, direct 0.13199, drho -0.00057, T -0.00032, 2(ia|vr|ia) -0.00008 Ry
bare: triplet -0.00089, singlet -0.00097 Ry
separate: Hartree 0.00142, COH basis-set remainder -0.00227 Ry
dW: d_eps_i 0.06572, d_eps_a -0.06741, gap -0.13312, direct 0.13211 Ry
dW: dressed |d| 0.2422 bohr, drho -0.00029, T -0.00072 Ry, gap -1.811 eV
singlet: gas 0.34310 (w 0.958), cavity 0.34239 (w 0.958) Ry
singlet shift: formula -0.00109, full BSE -0.00071 Ry = -0.010 eV
triplet: gas 0.28654 (w 0.955), cavity 0.28588 (w 0.955) Ry
triplet shift: formula -0.00101, full BSE -0.00066 Ry = -0.009 eV
--- CT: |d| = 7.6415 bohr, int|phi_i||phi_a| = 0.0562
l=0: gap -0.11111, direct 0.11111 Ry
bare drho term l=1..5: -0.03204 -0.00013 -0.00135 -0.00004 -0.00009 Ry
bare: gap -0.13062, direct 0.09767, drho -0.03365, T 0.00071, 2(ia|vr|ia) -0.00002 Ry
bare: triplet -0.03295, singlet -0.03296 Ry
separate: Hartree -0.00680, COH basis-set remainder -0.00222 Ry
dW: d_eps_i 0.06503, d_eps_a -0.06741, gap -0.13244, direct 0.09768 Ry
dW: dressed |d| 7.7148 bohr, drho -0.03431, T -0.00044 Ry, gap -1.802 eV
singlet: gas 0.77194 (w 0.985), cavity 0.73803 (w 0.984) Ry
singlet shift: formula -0.03477, full BSE -0.03391 Ry = -0.461 eV
triplet: gas 0.77165 (w 0.989), cavity 0.73779 (w 0.989) Ry
triplet shift: formula -0.03476, full BSE -0.03386 Ry = -0.461 eV
```
